**Berry steps of five labelled ligands on a trigonal bipyramid**

The program shows that five labelled ligands have 20 arrangements up to rotation, each with three Berry neighbours, and that the mirror image is the only arrangement at the largest distance, five steps. A word lists the top axial, bottom axial and three equatorial labels; its sign is its permutation parity, and \(k\) is the rate of one Berry channel. The graph is built from three-dimensional positions matched by proper rotations, and the program asserts that it agrees with the rule "disjoint axial pair, opposite sign". It also asserts the distances found by breadth-first search, the 12 shortest routes to the mirror image, and that each ligand is the pivot once on each route. The closed formulas for the populations are compared with a matrix exponential, and the mean of 32.5 steps to the mirror image is obtained both from a linear system and from a recurrence over distances. The output follows one five-step route word by word. For a rough barrier of 0.10 eV at 300 K it gives a residence time of about 2.6 ps and a mean first arrival at the mirror image of about 83 ps, followed by estimates of several neglected effects.

## Check in Python

```python
# Result under test: five labelled ligands on a trigonal bipyramid have 20
# arrangements (up to proper rotation); Berry steps join each to three others,
# connect all of them, and put mirror images, and only those, at distance five.
# A word lists the labels on the sites: top axial, bottom axial, then the three
# equatorial sites anticlockwise seen from the top. Labels are 0..4 internally
# and are printed as 1..5. The sign of a word is its permutation parity.
# k is the rate of one Berry channel; kinetics assume equal, memoryless steps.
from itertools import permutations, combinations
from collections import Counter
import numpy as np
from scipy.linalg import expm
from scipy import constants as const


def site_positions(angle_deg):
    """Sites during a Berry step: 0 deg is the start, 30 deg is the end."""
    u = np.radians(angle_deg)
    v = np.radians(30.0 - angle_deg)
    return np.array([[-np.sin(u), 0, np.cos(u)],
                     [-np.sin(u), 0, -np.cos(u)],
                     [1.0, 0, 0],
                     [-np.sin(v), np.cos(v), 0],
                     [-np.sin(v), -np.cos(v), 0]])


reference = site_positions(0.0)
reference_inverse = np.linalg.pinv(reference)
all_words = list(permutations(range(5)))


def place(word, angle_deg=0.0):
    """Positions of the labels 0..4 for a given word."""
    positions = np.zeros((5, 3))
    positions[list(word)] = site_positions(angle_deg)
    return positions


def matching_words(positions):
    """All words that a proper rotation brings onto these positions."""
    found = []
    for word in all_words:
        target = positions[list(word)]
        turn = reference_inverse @ target
        if (np.abs(reference @ turn - target).max() < 1e-9
                and np.abs(turn @ turn.T - np.eye(3)).max() < 1e-9
                and np.linalg.det(turn) > 0):
            found.append(word)
    return found


def read(positions):
    return min(matching_words(positions))


def sign(word):
    return int(round(np.linalg.det(np.eye(5)[list(word)])))


def axial(word):
    return frozenset(word[:2])


def show(word):
    text = "".join(str(x + 1) for x in word)
    return text[:2] + "|" + text[2:]


# --- arrangements as classes of words under proper rotations
classes = {}
for word in all_words:
    same = matching_words(place(word))
    assert len(same) == 6 and word in same
    assert len({sign(w) for w in same}) == 1
    assert len({axial(w) for w in same}) == 1
    classes[min(same)] = same
states = sorted(classes)
count = len(states)
assert count == 20
assert len({(axial(w), sign(w)) for w in states}) == 20
index = {w: i for i, w in enumerate(states)}

# --- mirror images from reflected coordinates
mirror = {}
for word in states:
    image = read(place(word) * np.array([1.0, 1.0, -1.0]))
    assert image != word
    assert axial(image) == axial(word) and sign(image) == -sign(word)
    # a different mirror plane must give the same mirror image
    assert image == read(place(word) * np.array([-1.0, 1.0, 1.0]))
    mirror[word] = image

# --- Berry steps from the geometric motion
adjacency = np.zeros((count, count), dtype=int)
for word in states:
    for turn in range(3):
        ring = word[2:]
        turned = word[:2] + ring[turn:] + ring[:turn]
        end = read(place(turned, 30.0))
        a, b, e, c, d = turned
        assert end == min(matching_words(place((c, d, e, b, a))))
        adjacency[index[word], index[end]] += 1
assert adjacency.max() == 1 and np.array_equal(adjacency, adjacency.T)
degrees = adjacency.sum(axis=1)
assert np.all(degrees == 3)
for i, w in enumerate(states):
    for j, v in enumerate(states):
        rule = not (axial(w) & axial(v)) and sign(w) != sign(v)
        assert adjacency[i, j] == int(rule)

# --- midpoint is a square pyramid
half = site_positions(15.0)
base = half[[0, 3, 1, 4]]
sides = np.linalg.norm(base - np.roll(base, 1, axis=0), axis=1)
assert np.ptp(sides) < 1e-12
apex_angles = np.degrees(np.arccos(base @ half[2]))
assert np.ptp(apex_angles) < 1e-9
trans_angle = np.degrees(np.arccos(half[0] @ half[1]))

# --- shortest distances by breadth-first search
distance = np.full((count, count), -1)
for start in range(count):
    distance[start, start] = 0
    frontier = [start]
    while frontier:
        following = []
        for i in frontier:
            for j in np.flatnonzero(adjacency[i]):
                if distance[start, j] < 0:
                    distance[start, j] = distance[start, i] + 1
                    following.append(j)
        frontier = following
assert distance.min() == 0
overlap_rule = {(2, 1): 0, (2, -1): 5, (1, 1): 2,
                (1, -1): 3, (0, -1): 1, (0, 1): 4}
for i, w in enumerate(states):
    for j, v in enumerate(states):
        key = (len(axial(w) & axial(v)), sign(w) * sign(v))
        assert distance[i, j] == overlap_rule[key]
        assert (distance[i, j] == 5) == (mirror[w] == v)
layers = [int(np.sum(distance[0] == r)) for r in range(6)]
assert all([int(np.sum(distance[i] == r)) for r in range(6)] == layers
           for i in range(count))
assert layers == [1, 3, 6, 6, 3, 1]

# --- all shortest routes to the mirror image
origin = index[(0, 1, 2, 3, 4)]
goal = index[mirror[states[origin]]]
routes = [[origin]]
for _ in range(5):
    routes = [r + [int(j)] for r in routes for j in np.flatnonzero(adjacency[r[-1]])]
all_five_step_walks = len(routes)
routes = [r for r in routes if r[-1] == goal]


def pivots(route):
    result = []
    for i, j in zip(route, route[1:]):
        left = set(range(5)) - axial(states[i]) - axial(states[j])
        assert len(left) == 1
        result.append(left.pop())
    return result


assert len(routes) == 3 * 2 * 2 * 1 * 1
assert all(sorted(pivots(r)) == list(range(5)) for r in routes)
wanted = [{0, 1}, {2, 3}, {0, 4}, {1, 2}, {3, 4}, {0, 1}]
chosen = [r for r in routes if [set(axial(states[i])) for i in r] == wanted]
assert len(chosen) == 1
chosen = chosen[0]

# --- spectrum of the graph of axial pairs
pairs = [frozenset(p) for p in combinations(range(5), 2)]
pair_graph = np.array([[int(not (p & q)) for q in pairs] for p in pairs])
assert np.array_equal(pair_graph @ pair_graph + pair_graph
                      - 2 * np.eye(10, dtype=int), np.ones((10, 10), dtype=int))
spectrum = Counter(int(round(x)) for x in np.linalg.eigvalsh(pair_graph))
assert spectrum == {3: 1, 1: 5, -2: 4}


# --- populations: matrix exponential against the closed formulas
def closed_populations(x):
    total = (1 + 5 * np.exp(-2 * x) + 4 * np.exp(-5 * x)) / 10
    differ = (np.exp(-6 * x) + 5 * np.exp(-4 * x) + 4 * np.exp(-x)) / 10
    return (total + differ) / 2, (total - differ) / 2


signs = np.array([sign(w) for w in states])
generator = adjacency - 3.0 * np.eye(count)
for x in (0.03, 0.4, 1.7, 6.0):
    p = expm(generator * x)[:, origin]
    assert np.allclose([p[origin], p[goal]], closed_populations(x), atol=1e-12)
    assert abs(signs @ p * signs[origin] - np.exp(-6 * x)) < 1e-12

# --- mean number of steps to the mirror: linear system against layer recurrence
others = [i for i in range(count) if i != goal]
walk = adjacency[np.ix_(others, others)] / 3.0
hitting = np.linalg.solve(np.eye(count - 1) - walk, np.ones(count - 1))
mean_steps = hitting[others.index(origin)]
outward, inward = [], []
for r in range(5):
    members = np.flatnonzero(distance[origin] == r)
    out = {int(adjacency[i] @ (distance[origin] == r + 1)) for i in members}
    inn = {int(adjacency[i] @ (distance[origin] == r - 1)) for i in members}
    assert len(out) == 1 and len(inn) == 1
    outward.append(out.pop())
    inward.append(inn.pop())
layer_steps = []
previous = 0.0
for b_out, c_in in zip(outward, inward):
    previous = (3 + c_in * previous) / b_out
    layer_steps.append(previous)
assert abs(sum(layer_steps) - mean_steps) < 1e-9

# --- example: rough parameters for iron pentacarbonyl
temperature = 300.0          # K
hot_temperature = 500.0      # K
barrier = 0.10               # eV, rough free-energy barrier per channel
barrier_error = 0.02         # eV, rough uncertainty
bend_wavenumber = 100.0      # 1/cm, rough slow bending mode
saddle_wavenumber = 50.0     # 1/cm, rough size of imaginary frequency
site_shift = 20.0            # 1/cm, rough axial-equatorial CO-stretch shift
loss_barrier = 1.8           # eV, rough barrier to loss of one CO


def thermal_ev(temp):
    return const.k * temp / const.e


def rate(height, temp):
    return const.k * temp / const.h * np.exp(-height / thermal_ev(temp))


k = rate(barrier, temperature)
residence = 1 / (3 * k)
arrival = mean_steps / (3 * k)
# independent check of arrival time: integrate survival probability
absorbing = generator[np.ix_(others, others)] * k
start_vector = np.eye(count - 1)[others.index(origin)]
time_grid = np.linspace(0, 25 * arrival, 20001)
propagator = expm(absorbing * (time_grid[1] - time_grid[0]))
survival = []
vector = start_vector.copy()
for _ in time_grid:
    survival.append(vector.sum())
    vector = propagator @ vector
# trapezoid error at this spacing is far below the tolerance
assert abs(np.trapezoid(survival, time_grid) / arrival - 1) < 1e-4 \
    if hasattr(np, "trapezoid") else \
    abs(np.trapz(survival, time_grid) / arrival - 1) < 1e-4

period = 1 / (const.c * 100 * bend_wavenumber)
quantum_ratio = (const.h * const.c * 100 * saddle_wavenumber
                 / (const.k * temperature))
tunnel_percent = 100 * quantum_ratio**2 / 24
light_mass = 12 * 16 / (12 + 16)
heavy_mass = 13 * 18 / (13 + 18)
isotope_energy = (0.5 * const.h * const.c * 100 * site_shift
                  * (1 - np.sqrt(light_mass / heavy_mass)))
isotope_percent = 100 * isotope_energy / (const.k * temperature)

print("words:", len(all_words), " words per arrangement:", len(classes[states[0]]))
print("arrangements:", count, " neighbours of each:", int(degrees[0]))
print("arrangements at distance 0..5:", layers)
print("largest distance (steps):", int(distance.max()))
print("pyramid apex-base angle (deg): %.1f" % apex_angles[0])
print("pyramid trans-base angle (deg): %.1f" % trans_angle)
print("example route, axial|equatorial, sign:")
print(" start", show(states[chosen[0]]), "%+d" % signs[chosen[0]])
for number, (state, pivot) in enumerate(zip(chosen[1:], pivots(chosen)), 1):
    print(" step", number, "pivot", pivot + 1, "->", show(states[state]),
          "%+d" % signs[state])
print("five-step walks:", all_five_step_walks, " ending at mirror:", len(routes))
print("fraction ending at mirror (%%): %.2f"
      % (100 * len(routes) / all_five_step_walks))
print("pair-graph eigenvalues and multiplicities:", sorted(spectrum.items()))
print("outward neighbours, layers 0..4:", outward)
print("inward neighbours, layers 0..4:", inward)
print("mean steps from layer to next:", [round(float(x), 3) for x in layer_steps])
print("mean steps to mirror: %.2f" % mean_steps)
print("temperature (K): %.0f  barrier (eV): %.2f" % (temperature, barrier))
print("thermal energy (eV): %.5f" % thermal_ev(temperature))
print("rate per channel k (1/s): %.3e" % k)
print("mean residence time (ps): %.2f" % (residence * 1e12))
print("mean first arrival at mirror (ps): %.1f" % (arrival * 1e12))
print("decay time of mean sign (ps): %.2f" % (1e12 / (6 * k)))
print("slowest decay time 1/k (ps): %.2f" % (1e12 / k))
for picoseconds in (2, 10, 50):
    p_start, p_mirror = closed_populations(k * picoseconds * 1e-12)
    print("t = %d ps: p_start %.4f, p_mirror %.4f"
          % (picoseconds, p_start, p_mirror))
print("neglected effects, rough inputs:")
print(" rate factor for %.2f eV barrier change: %.2f"
      % (barrier_error, np.exp(barrier_error / thermal_ev(temperature))))
print(" bend (1/cm): %.0f  period (ps): %.3f" % (bend_wavenumber, period * 1e12))
print(" bend period / residence time: %.3f" % (period / residence))
print(" saddle frequency (1/cm): %.0f  tunnelling (%%): %.2f"
      % (saddle_wavenumber, tunnel_percent))
print(" CO-stretch site shift (1/cm): %.0f" % site_shift)
print(" isotope site preference (%% of kT): %.2f" % isotope_percent)
print(" CO-loss barrier (eV): %.1f" % loss_barrier)
for temp in (temperature, hot_temperature):
    print(" %.0f K: CO loss (1/s) %.1e, Berry k (1/s) %.2e"
          % (temp, rate(loss_barrier, temp), rate(barrier, temp)))
print("checks complete")
```

It prints:

```
words: 120  words per arrangement: 6
arrangements: 20  neighbours of each: 3
arrangements at distance 0..5: [1, 3, 6, 6, 3, 1]
largest distance (steps): 5
pyramid apex-base angle (deg): 105.0
pyramid trans-base angle (deg): 150.0
example route, axial|equatorial, sign:
 start 12|345 +1
 step 1 pivot 5 -> 34|152 -1
 step 2 pivot 2 -> 15|243 +1
 step 3 pivot 4 -> 23|154 -1
 step 4 pivot 1 -> 45|123 +1
 step 5 pivot 3 -> 12|354 -1
five-step walks: 243  ending at mirror: 12
fraction ending at mirror (%): 4.94
pair-graph eigenvalues and multiplicities: [(-2, 4), (1, 5), (3, 1)]
outward neighbours, layers 0..4: [3, 2, 2, 1, 1]
inward neighbours, layers 0..4: [0, 1, 1, 2, 2]
mean steps from layer to next: [1.0, 2.0, 2.5, 8.0, 19.0]
mean steps to mirror: 32.50
temperature (K): 300  barrier (eV): 0.10
thermal energy (eV): 0.02585
rate per channel k (1/s): 1.306e+11
mean residence time (ps): 2.55
mean first arrival at mirror (ps): 82.9
decay time of mean sign (ps): 1.28
slowest decay time 1/k (ps): 7.66
t = 2 ps: p_start 0.5048, p_mirror 0.0001
t = 10 ps: p_start 0.1242, p_mirror 0.0131
t = 50 ps: p_start 0.0503, p_mirror 0.0497
neglected effects, rough inputs:
 rate factor for 0.02 eV barrier change: 2.17
 bend (1/cm): 100  period (ps): 0.334
 bend period / residence time: 0.131
 saddle frequency (1/cm): 50  tunnelling (%): 0.24
 CO-stretch site shift (1/cm): 20
 isotope site preference (% of kT): 0.22
 CO-loss barrier (eV): 1.8
 300 K: CO loss (1/s) 3.6e-18, Berry k (1/s) 1.31e+11
 500 K: CO loss (1/s) 7.5e-06, Berry k (1/s) 1.02e+12
checks complete
```
